# Ideal mixing free energy of two cations in a layered telluride: a program that tests the result

```python
"""
Result under test: random mixing of two cation species in equal numbers on
equivalent sites lowers the free energy by kB*T*ln(2) per mixed cation site,
about 30 meV at 500 K, relative to a fully ordered arrangement.

Symbols: x = fraction of one species; T = temperature; kT = kB*T in meV;
D = energy cost of one A-B exchange between inner and outer cation layers;
p = fraction of cations in the wrong layer; v = cost of an unlike in-plane
neighbour pair; K = v/(2 kT). Energies are in meV.
The model parameters are rough round choices, not data for one compound.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.special import gammaln, logsumexp

KB = const.k / const.e * 1000.0          # meV/K
T = 500.0
kT = KB * T
D = 50.0
v = 5.0
softening = 0.02
quantum = 15.0
lattice_nm = 0.42
cation_sites, te_sites = 4, 5


def site_entropy(fractions):
    """Ideal entropy per site in units of kB."""
    return -sum(f * math.log(f) for f in fractions)


def counted_entropy(fractions, n_sites):
    """Logarithm of the exact number of arrangements, per site."""
    total = gammaln(n_sites + 1)
    total -= sum(gammaln(f * n_sites + 1) for f in fractions)
    return float(total / n_sites)


# Explicit enumeration of all fillings of 12 sites checks the counting rule.
small = 12
histogram = [0] * (small + 1)
for state in range(2 ** small):
    histogram[bin(state).count("1")] += 1
for number_a, count in enumerate(histogram):
    assert count == math.comb(small, number_a)

# Exact factorial counts check the large-system entropy and its maximum.
for x in (0.1, 0.25, 0.5):
    exact = counted_entropy((x, 1 - x), 10 ** 6)
    assert abs(exact - site_entropy((x, 1 - x))) < 1e-5
log_counts = [math.log(math.comb(1000, n)) for n in range(1001)]
assert int(np.argmax(log_counts)) == 500

gain = kT * math.log(2)
assert abs(kT * counted_entropy((0.5, 0.5), 10 ** 6) - gain) < 1e-3
assert abs(gain - 30.0) < 0.5

# Finite size: exact count against the leading correction.
island = 100
gain_island = kT * math.log(math.comb(island, island // 2)) / island
deficit = kT * math.log(math.pi * island / 2) / (2 * island)
assert abs((gain - gain_island) - deficit) < 0.01


def exchange_sum(cost, half_sites):
    """Exact sum over exchanges: gain per site and mean wrong fraction."""
    n = np.arange(half_sites + 1)
    log_choose = (gammaln(half_sites + 1) - gammaln(n + 1)
                  - gammaln(half_sites - n + 1))
    log_weight = 2 * log_choose - n * cost / kT
    log_z = logsumexp(log_weight)
    mean_wrong = np.sum(n * np.exp(log_weight - log_z)) / half_sites
    return float(kT * log_z / (2 * half_sites)), float(mean_wrong)


# Layer preference: closed formulas against the sum over all exchanges.
p_eq = 1 / (1 + math.exp(D / (2 * kT)))
gain_preference = kT * math.log(1 + math.exp(-D / (2 * kT)))
sum_gain, sum_wrong = exchange_sum(D, 20000)
assert abs(sum_gain - gain_preference) < 0.01   # finite-size remainder
assert abs(sum_wrong - p_eq) < 1e-3
free_gain, free_wrong = exchange_sum(0.0, 20000)
assert abs(free_gain - gain) < 0.01
assert abs(free_wrong - 0.5) < 1e-6
cost_layer = free_wrong * D / 2
assert abs(cost_layer - D / 4) < 1e-4


def triangular_free_energy(pair_cost, width=8):
    """Free energy per site of a long periodic triangular strip."""
    states = np.array([[(s >> i) & 1 for i in range(width)]
                       for s in range(2 ** width)])
    in_row = np.sum(states != np.roll(states, -1, axis=1), axis=1)
    upper = states[:, None, :]
    lower = states[None, :, :]
    shifted = np.roll(states, -1, axis=1)[None, :, :]
    between = np.sum(upper != lower, axis=2)
    between = between + np.sum(upper != shifted, axis=2)
    matrix = np.exp(-pair_cost * (in_row[:, None] + between) / kT)
    largest = np.max(np.linalg.eigvals(matrix).real)
    return float(-kT * math.log(largest) / width)


# Neighbour energy: transfer matrix against random mixing plus small-K terms.
cost_pairs = 1.5 * v
f_layer = triangular_free_energy(v)
order_gain = cost_pairs - gain - f_layer
K = v / (2 * kT)
order_estimate = kT * (1.5 * K ** 2 + 2 * K ** 3)
assert abs(triangular_free_energy(0.0) + gain) < 1e-8
assert abs(order_gain - order_estimate) < 0.005  # fourth order in K


def oscillator_free_energy(energy):
    return kT * math.log(2 * math.sinh(energy / (2 * kT)))


# Vibrations: quantum oscillators against the classical small-shift estimate.
vibration_gain = 3 * (oscillator_free_energy(quantum)
                      - oscillator_free_energy(quantum * (1 - softening)))
vibration_estimate = 3 * kT * softening
assert abs(vibration_gain / vibration_estimate - 1) < 0.03

# Vacancies change the count: 40% A, 40% B, 20% empty sites.
vacancy_fractions = (0.4, 0.4, 0.2)
gain_vacancy = kT * site_entropy(vacancy_fractions)
counted_vacancy = kT * counted_entropy(vacancy_fractions, 10 ** 6)
assert abs(gain_vacancy - counted_vacancy) < 1e-3

# Random mixing against full order, with both energy costs included.
total_cost = cost_layer + cost_pairs
net_gain = gain - total_cost
T_star = total_cost / (KB * math.log(2))
entropy_count = counted_entropy((0.5, 0.5), 10 ** 6)
assert KB * (T_star - 1) * entropy_count < total_cost
assert KB * (T_star + 1) * entropy_count > total_cost

block_gain = cation_sites * gain
atom_gain = block_gain / (cation_sites + te_sites)
site_density = 2 / (math.sqrt(3) * lattice_nm ** 2)
molar_gain = gain / 1000 * const.e * const.N_A / 1000
volume_change_nm3 = 0.001
pv_term = const.atm * volume_change_nm3 * 1e-27 / const.e * 1000

print(f"Temperature: {T:.0f} K")
print(f"Boltzmann constant: {KB:.6f} meV/K")
print(f"Thermal energy kT: {kT:.3f} meV")
print(f"ln 2: {math.log(2):.5f}")
print(f"Entropy per site at x=0.25: {site_entropy((0.25, 0.75)):.4f} kB")
print(f"Ideal gain per mixed cation site: {gain:.2f} meV")
print(f"Same gain per mole of sites: {molar_gain:.2f} kJ/mol")
print(f"Gain at x=0.25: {kT * site_entropy((0.25, 0.75)):.2f} meV/site")
print(f"Gain per K of temperature: {KB * math.log(2):.5f} meV/K")
print(f"Ideal gain at 300 K: {KB * 300 * math.log(2):.2f} meV/site")
print(f"Ideal gain at 358 K: {KB * 358 * math.log(2):.2f} meV/site")
print(f"Cation sites per block: {cation_sites}")
print(f"Te sites per block: {te_sites}")
print(f"Gain per block: {block_gain:.1f} meV")
print(f"Gain per atom, Te included: {atom_gain:.2f} meV")
print(f"In-plane lattice constant: {lattice_nm:.2f} nm")
print(f"Sites per cation layer area: {site_density:.2f} nm^-2")
print(f"Gain per cation layer area: {site_density * gain:.1f} meV/nm^2")
print(f"Finite island size: {island} sites")
print(f"Exact gain in island: {gain_island:.2f} meV/site")
print(f"Finite-size deficit, estimate: {deficit:.2f} meV/site")
print(f"Exchange cost D: {D:.1f} meV per exchange")
print(f"Layer cost of random mixing: {cost_layer:.2f} meV/site")
print(f"Equilibrium wrong-layer fraction, D only: {p_eq:.3f}")
print(f"Equilibrium gain, D only: {gain_preference:.2f} meV/site")
print(f"Random-mixing gain, D only: {gain - cost_layer:.2f} meV/site")
print(f"Unlike-pair cost v: {v:.1f} meV per pair")
print(f"Pair cost of random mixing: {cost_pairs:.2f} meV/site")
print(f"K = v/(2kT): {K:.4f}")
print(f"Short-range-order gain: {order_gain:.3f} meV/site")
print(f"Short-range-order estimate: {order_estimate:.3f} meV/site")
print(f"Total cost of random mixing: {total_cost:.2f} meV/site")
print(f"Net gain of random mixing: {net_gain:.2f} meV/site")
print(f"Random-versus-ordered break-even T*: {T_star:.0f} K")
print(f"Vibration quantum: {quantum:.1f} meV")
print(f"Assumed softening: {100 * softening:.1f} %")
print(f"Vibrational gain: {vibration_gain:.2f} meV/site")
print(f"Classical vibrational estimate: {vibration_estimate:.2f} meV/site")
print(f"Gain with 20% vacancies: {gain_vacancy:.2f} meV/site")
print(f"Assumed volume change: {volume_change_nm3:.3f} nm^3/site")
print(f"Pressure-volume term at 1 atm: {pv_term:.5f} meV/site")
print("all assertions hold")
```

It prints:

```
Temperature: 500 K
Boltzmann constant: 0.086173 meV/K
Thermal energy kT: 43.087 meV
ln 2: 0.69315
Entropy per site at x=0.25: 0.5623 kB
Ideal gain per mixed cation site: 29.87 meV
Same gain per mole of sites: 2.88 kJ/mol
Gain at x=0.25: 24.23 meV/site
Gain per K of temperature: 0.05973 meV/K
Ideal gain at 300 K: 17.92 meV/site
Ideal gain at 358 K: 21.38 meV/site
Cation sites per block: 4
Te sites per block: 5
Gain per block: 119.5 meV
Gain per atom, Te included: 13.27 meV
In-plane lattice constant: 0.42 nm
Sites per cation layer area: 6.55 nm^-2
Gain per cation layer area: 195.5 meV/nm^2
Finite island size: 100 sites
Exact gain in island: 28.77 meV/site
Finite-size deficit, estimate: 1.09 meV/site
Exchange cost D: 50.0 meV per exchange
Layer cost of random mixing: 12.50 meV/site
Equilibrium wrong-layer fraction, D only: 0.359
Equilibrium gain, D only: 19.15 meV/site
Random-mixing gain, D only: 17.37 meV/site
Unlike-pair cost v: 5.0 meV per pair
Pair cost of random mixing: 7.50 meV/site
K = v/(2kT): 0.0580
Short-range-order gain: 0.236 meV/site
Short-range-order estimate: 0.234 meV/site
Total cost of random mixing: 20.00 meV/site
Net gain of random mixing: 9.87 meV/site
Random-versus-ordered break-even T*: 335 K
Vibration quantum: 15.0 meV
Assumed softening: 2.0 %
Vibrational gain: 2.64 meV/site
Classical vibrational estimate: 2.59 meV/site
Gain with 20% vacancies: 45.45 meV/site
Assumed volume change: 0.001 nm^3/site
Pressure-volume term at 1 atm: 0.00063 meV/site
all assertions hold
```
